\section*{The cheapest one-dimensional well for a given binding energy}

\section{Problem}

Disorder in an amorphous semiconductor can trap an electron below the band edge if the random potential happens to form a suitable well. For Gaussian disorder without spatial correlation, the rarity of a well is governed by its integrated squared potential, called its cost here. This leads to a sharp question in one dimension.

Let a particle of mass $m$ move on the whole line with
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+V(x),\qquad
J[V]=\int_{-\infty}^{\infty}V^2\,dx<\infty .
\end{equation}
The potential is real and may take either sign. Its lowest state is bound at
\begin{equation}
E=-\frac{\hbar^2k^2}{2m},\qquad k>0 .
\end{equation}
For fixed $k$, what is the smallest possible $J$, and which potentials attain it? What does the answer imply for the band tail of a narrow oxide wire?

\section{First estimate by scaling}

Replace $V(x)$ by $s^2V(sx)$. The substitution $x'=sx$ multiplies the whole Hamiltonian by $s^2$, so $k$ becomes $sk$. The cost gains $s^4$ from the square and $1/s$ from the length, so it grows as $s^3$. Hence
\begin{equation}
J_{\min}=C\,\frac{\hbar^4k^3}{m^2},
\end{equation}
with a pure number $C$ still to be found.

A square well of depth $V_0$ and width $L=2a$ gives an estimate of $C$. Inside, the even ground state is $\cos qx$; outside it decays as $e^{-k|x|}$. Matching $\psi'/\psi$ at the edge gives
\begin{equation}
q\tan(qa)=k,\qquad \frac{2mV_0}{\hbar^2}=k^2+q^2,\qquad 0<qa<\frac{\pi}{2}.
\end{equation}
Three inequalities follow.

First, $V_0>|E|$, because $q^2>0$. Second, put $y=qa$. Then $(k^2+q^2)a=qy/\cos^2y\ge q\tan y=k$, because $y\ge\sin y\cos y$. This means $V_0L\ge\hbar^2k/m$. Third, $\tan y\ge y$ gives $q^2a\le k$, so $V_0\le|E|+\hbar^2k/(mL)$.

With $\ell=kL$, the cost $V_0^2L$ in units of $\hbar^4k^3/m^2$ therefore obeys
\begin{equation}
\max\left(\frac{\ell}{4},\frac1\ell\right)\le
\frac{m^2V_0^2L}{\hbar^4k^3}\le
\ell\left(\frac12+\frac1\ell\right)^2=\frac{\ell}{4}+1+\frac1\ell .
\end{equation}
Wide wells are expensive because they cannot be shallower than $|E|$. Narrow wells are expensive because they must be deep. Both sides are smallest at $\ell=2$, where they equal $1/2$ and $2$. The best square well thus has a coefficient between $1/2$ and $2$; the geometric mean suggests
\begin{equation}
C\approx1,\qquad L\approx\frac2k .
\end{equation}
The scaling exponent is exact, but this coefficient is an estimate: other shapes have not yet been considered.

\section{Exact solution}

\subsection{The potential in terms of the ground state}

Set $U=2mV/\hbar^2$. The Schr\"odinger equation becomes
\begin{equation}
\psi''=(U+k^2)\psi .
\end{equation}
The ground state may be chosen real and has no zero. Indeed, $|\psi|$ has the same energy expectation as $\psi$, so it also minimizes the energy and satisfies the same equation. If it vanished at a point, its derivative would vanish there too, since the function is non-negative. The equation would then make it zero everywhere.

We can therefore take $\psi>0$ and define $w=\psi'/\psi$. Since $w'=\psi''/\psi-w^2$,
\begin{equation}
U=w'+w^2-k^2. \label{eq:riccati}
\end{equation}
The unknown potential has been exchanged for a function whose limits are fixed by the binding energy.

\subsection{The limits of $w$}

For a well of finite range, the decay $e^{-k|x|}$ gives $w\to k$ on the left and $w\to-k$ on the right. The same holds for every square-integrable $U$, as follows. Define
\begin{equation}
a(x)=\int_x^\infty e^{-k(s-x)}U(s)\,ds,\qquad y=w+a .
\end{equation}
(The half-width $a$ of the previous section is no longer needed.) The Cauchy--Schwarz inequality gives
\begin{equation}
|a(x)|\le\frac1{\sqrt{2k}}\left(\int_x^\infty U^2ds\right)^{1/2}\longrightarrow0
\quad (x\to\infty).
\end{equation}
Differentiation gives $a'=ka-U$. Adding $w'=U+k^2-w^2$ removes the possibly rough function $U$:
\begin{equation}
y'=k^2-(y-a)^2+ka .
\end{equation}

Choose a small $\delta>0$ and go so far right that $a$ is negligible compared with the margins below. Suppose first that $y\ge-k+\delta$ at some such point. Between $-k+\delta$ and $k-\delta$ the derivative $y'$ has a positive lower bound. Thus $y$ cannot fall back, reaches $k-\delta$ in a finite distance and stays above it. Then $w=y-a>0$ from there on, $\psi$ increases, and it cannot be normalized.

Suppose instead that $y\le-k-\delta$. Then $y'\le-cy^2$ for some $c>0$, so $(1/y)'=-y'/y^2\ge c$. The negative number $1/y$ reaches zero in a finite distance, and $y$ runs to $-\infty$. But $w$ is finite everywhere because $\psi$ has no zero. Both alternatives are excluded for every small $\delta$, so $y\to-k$ and $w\to-k$. Reflection $x\to-x$ reverses the sign of $w$ and gives $w\to k$ on the left.

\subsection{Completing the square}

Apply $(A+B)^2=(A-B)^2+4AB$ to Eq.~\eqref{eq:riccati}, with $A=w'$ and $B=w^2-k^2$. On a finite interval,
\begin{align}
\int_{-R}^{R}U^2dx
&=\int_{-R}^{R}(w'-w^2+k^2)^2dx
+4\int_{-R}^{R}w'(w^2-k^2)\,dx\nonumber\\
&=\int_{-R}^{R}(w'-w^2+k^2)^2dx
+4\left[\frac{w^3}{3}-k^2w\right]_{-R}^{R}.
\end{align}
As $R\to\infty$, the bracketed function tends to $-k^3/3+k^3=2k^3/3$ at the right end and to $k^3/3-k^3=-2k^3/3$ at the left end. Their difference is $4k^3/3$. The left side converges by assumption, so the remaining integral converges too:
\begin{equation}
\int_{-\infty}^{\infty}U^2dx=\frac{16k^3}{3}
+\int_{-\infty}^{\infty}(w'-w^2+k^2)^2dx. \label{eq:excess}
\end{equation}
The last term is non-negative. Since $V=\hbar^2U/(2m)$, multiplication by $\hbar^4/(4m^2)$ gives
\begin{equation}
\boxed{\;J[V]\ge\frac{4\hbar^4k^3}{3m^2}
=\frac{8\sqrt2}{3}\,\frac{\hbar|E|^{3/2}}{\sqrt m}\;}
\label{eq:bound}
\end{equation}
where the second form uses $k=\sqrt{2m|E|}/\hbar$.

\subsection{The minimizing well}

Equality requires $w'=w^2-k^2$ everywhere. Because $w$ goes continuously from $k$ to $-k$, it vanishes at some $x_0$. Integrating from there,
\begin{equation}
\int_0^w\frac{dv}{k^2-v^2}=-(x-x_0)
\quad\Longrightarrow\quad w=-k\tanh[k(x-x_0)] .
\end{equation}
Equation~\eqref{eq:riccati} then gives $U=2(w^2-k^2)$, or
\begin{equation}
V(x)=-\frac{\hbar^2k^2}{m}\,\mathrm{sech}^2[k(x-x_0)] .
\end{equation}
Conversely, $\psi=\mathrm{sech}[k(x-x_0)]$ is positive, normalizable and satisfies $\psi''=(k^2-2k^2\,\mathrm{sech}^2[k(x-x_0)])\psi$. It is therefore the ground state at the required energy. The minimizer is unique up to translation, and its depth is $2|E|$.

If the prescribed level were an excited state, the ground state would have a larger $k$. The bound would still hold, but as a strict inequality. An attractive delta function also binds, but its square is not integrable: it is the infinitely expensive end of the narrow-well limit.

\section{Comparison of estimate and solution}

The exact coefficient is $C=4/3$, against the estimate $C\approx1$. The estimate is 25\% below the exact value. It gives the correct power of $k$ and the correct length scale, but only the exact argument covers all shapes.

The table compares wells of other shapes at the same $k$. Since the scaling law removes the width, each shape is tried at its best strength: the dimensionless product of depth and squared width is adjusted until the ratio $J/J_{\min}$ is smallest.

\begin{center}
\begin{tabular}{lc}
Shape of $-V$ & Best $J/J_{\min}$\\
$\mathrm{sech}^2x$ & 1.0000\\
$e^{-x^2}(1+0.8\tanh2x)$ & 1.0006\\
$e^{-x^2}$ & 1.0017\\
$e^{-2|x|}$ & 1.0145\\
$(1-x^2/2)e^{-x^2/2}$ & 1.0459\\
square & 1.1296
\end{tabular}
\end{center}

These ratios come from numerical diagonalization on a grid and are uncertain by one unit in the last digit; the exact Bessel-function solution for $e^{-2|x|}$ gives 1.0146. The best square well has coefficient $1.1296\times4/3=1.506$, inside the interval from $1/2$ to $2$ derived above. The small penalty of the Gaussian reflects a general feature of Eq.~\eqref{eq:excess}: the excess is the integral of a square that vanishes at the minimum, so a small change of shape at fixed $k$ costs only in second order. The skewed well even beats the Gaussian, so symmetry alone does not make a well cheap.

Equation~\eqref{eq:excess} also measures large departures. For the unequal double well
\begin{equation}
U=-6e^{-2(x+1.5)^2}-3.6e^{-2(x-1.5)^2},
\end{equation}
the ground state has $k=1.8126$ and the scaled cost is $43.39$. The minimum for this $k$ is $16k^3/3=31.76$. The excess obtained by subtraction is $11.63$, and the integral of the square gives $11.63$ as well.

A search that is not told the shape can use
\begin{equation}
F[U]=\frac12\int U^2dx-4k^2\ge\frac{8k^3}{3}-4k^2 .
\end{equation}
The right side has derivative $8k(k-1)$, so its minimum is $-4/3$ at $k=1$. A free numerical search on a grid of step $h=0.1$ reached $-1.3349$, with a potential that differed from a centred $-2\,\mathrm{sech}^2$ well by at most $0.0056$.

The value lies slightly below $-4/3$ because the grid underestimates kinetic energy. To leading order the eigenvalue shifts by $-(h^2/12)\int(\psi'')^2dx$. For $\psi=\mathrm{sech}\,x/\sqrt2$ this integral is $7/15$. Thus $F$ shifts by $-4(0.01/12)(7/15)=-0.0016$, which accounts for the difference.

\section{From one well to a band tail}

Consider Gaussian white noise with zero mean and
\begin{equation}
\langle V(x)V(x')\rangle=\gamma\,\delta(x-x').
\end{equation}
Divide the line into cells of length $\Delta x$. The cell values are independent with variance $\gamma/\Delta x$, so their joint weight is proportional to
\begin{equation}
\prod_i\exp\left(-\frac{V_i^2\Delta x}{2\gamma}\right)
\longrightarrow\exp\left(-\frac{J[V]}{2\gamma}\right).
\end{equation}
A deep level is rare, and the least unlikely way to make it is the cheapest well. Its leading exponential weight is $e^{-S}$ with
\begin{equation}
S=\frac{J_{\min}}{2\gamma}=\frac{2\hbar^4k^3}{3m^2\gamma}
\propto|E|^{3/2},\qquad S\gg1 .
\end{equation}
This argument does not supply the prefactor.

An Urbach edge is a tail proportional to $e^{-|E|/E_0}$ with constant $E_0$. The present tail is steeper than that as one goes deeper. Its local slope energy, from the exponent alone, is
\begin{equation}
E_{\rm loc}=\left(\frac{dS}{d|E|}\right)^{-1}=\frac{2|E|}{3S}\propto|E|^{-1/2}.
\end{equation}

The exponent was tested by counting levels below $-k^2$ in random potentials, with $k$ and the total length held fixed and only $\gamma$ changed. At $S=3.5$ there were 20542 levels, and at $S=6.5$ there were 1067. Hence
\begin{equation}
-\frac{\Delta\ln(\text{count})}{\Delta S}
=\frac{\ln(20542/1067)}{3}=0.986,
\end{equation}
compared with the leading value 1. At large $S$ the slope approaches 1 from below; the exact level count for white noise gives 0.979 between these two exponents. Counting noise of about 3\% in the smaller count alone permits an error of about 0.01 in the measured slope, which covers the remaining difference.

\section{A narrow oxide wire}

\subsection{Numbers for the ideal model}

Take a wire with parameters roughly like those of amorphous indium gallium zinc oxide: effective mass $0.3$ electron masses and a gap near 3 eV. The wire has a square section of side 4 nm with hard walls. Consider a level 20 meV below its lowest subband.

Here $\hbar^2/(2m)=0.1270$ eV nm$^2$, so
\begin{equation}
k=\sqrt{\frac{0.020}{0.1270}}\ \text{nm}^{-1}=0.397\ \text{nm}^{-1},
\qquad \frac1k=2.52\ \text{nm}.
\end{equation}
The cheapest well is 40 meV deep and 4.44 nm wide at half depth. Since $\int\mathrm{sech}^4(kx)\,dx=4/(3k)$, its cost is
\begin{equation}
J_{\min}=(40\ \text{meV})^2\times\frac43\times2.52\ \text{nm}
\approx5376\ \text{meV}^2\,\text{nm},
\end{equation}
or $1.372\times10^{-4}$ hartree$^2$ bohr. The best square well for the same level would cost about 6070 meV$^2$ nm.

Let the potential averaged over the section, with the squared lateral mode as weight, have rms value $\sigma=20$ meV and correlation $\sigma^2e^{-x^2/(2l^2)}$ with $l=0.5$ nm. These are chosen values. The equivalent white-noise strength is the area under the correlation:
\begin{equation}
\gamma=\sqrt{2\pi}\,\sigma^2l=501.3\ \text{meV}^2\,\text{nm},\qquad
S=\frac{5376}{2\times501.3}=5.36 .
\end{equation}
Thus $e^{-S}=4.7\times10^{-3}$ and $E_{\rm loc}=40/(3\times5.36)=2.5$ meV. The factor $e^{-S}$ is not a density of states, since the prefactor is missing. The prefactor also affects the slope: the exact density of states for one-dimensional white noise of this strength has a local slope energy of 3.0 meV at this level, about a fifth more than the exponent alone gives.

\subsection{What the model leaves out}

Each change below refers to the cost at fixed 20 meV binding. With $\gamma$ also fixed, $S$ changes by the same percentage. For correlated disorder, cost means $2\gamma$ times the Gaussian exponent.

\paragraph{Finite correlation length.} In Fourier space the weight of $|V_q|^2$ gains a factor $e^{q^2l^2/2}\approx1+q^2l^2/2$. The scaled cost therefore rises by $(l^2/2)\int U'^2dx$. For the optimal well, $\int U'^2dx=16k^5(4/15)$, and division by $16k^3/3$ gives the relative increase $2k^2l^2/5=1.6\%$. Relaxation of the shape enters in the next order. Minimizing the full correlated cost gives $+1.5\%$. This alone would lower the tail by a factor $e^{-0.015S}\approx0.92$, but it is not the main effect of $l$. The surrounding disorder lowers the level in second order by $\gamma m/(\hbar^2k)\approx5.0$ meV for white noise, and by only about 4.3 meV for $l=0.5$ nm. This difference is of first order in $kl$ and enters the prefactor as about $e^{-0.7/2.5}$. Counting levels below $-20$ meV in simulated potentials gives about 0.70 of the white-noise number, in line with the product of the two factors.

\paragraph{Subband mixing.} If the disorder also varies across the section, without correlation in those directions, the cheapest lateral profile for a given weighted average is proportional to the squared lateral mode, by the Cauchy--Schwarz inequality. This profile couples the lowest mode to higher ones. A coupled calculation with lateral modes 1, 3 and 5 in each direction deepens the level to 20.3 meV. Rescaling by $|E|^{3/2}$ gives an estimated cost change of $-2.2\%$. This counts only the potential of the well itself. The surrounding disorder also couples the subbands. If its correlation length across the section is 0.5 nm too, second-order perturbation theory lowers both the subband edge and the level by about 2 meV, so the binding should be counted from the lowered edge. Without any lateral correlation this shift grows without limit as more modes are included.

\paragraph{Nonparabolicity.} The lateral kinetic energy is 157 meV. In a two-band estimate, the energy $\varepsilon$ obeys $\varepsilon(1+\varepsilon/E_g)=K$, where $K$ is the parabolic kinetic energy and $E_g$ the gap. Differentiation shows that the mass along the wire is multiplied by $1+2\varepsilon/E_g=1.10$. Since $J_{\min}\propto m^{-1/2}$ at fixed $E$, the cost changes by $-4.6\%$ if the mass is held at its subband-edge value. Replacing $\varepsilon$ by $\varepsilon-V(x)$ in the two-band relation, so that the well enters it too, gives about $-5.0\%$. This last step depends on the operator ordering: writing the kinetic term as $p\,(1/M)\,p$ with $M=1+(\varepsilon-V)/E_g$ gives about $-4.6\%$ instead.

\paragraph{Lattice polarization.} Model the coupling to a polar phonon of energy $\hbar\omega$ by a squared matrix element $4\pi\alpha/q^2$ per unit volume, in units $\hbar=\omega=2m=1$, where
\begin{equation}
\alpha=\frac{e^2}{4\pi\epsilon_0\hbar}
\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)
\sqrt{\frac{m}{2\hbar\omega}} .
\end{equation}
Second-order perturbation theory for momentum $p$ gives
\begin{equation}
\Delta E(p)=-\frac{\alpha}{\pi}\int_0^\infty\!dq\int_{-1}^1
\frac{d\mu}{q^2-2pq\mu+1}
=-\alpha-\frac{\alpha p^2}{6}+\cdots .
\end{equation}
The $p^2$ term follows from $\int_{-1}^1\mu^2d\mu=2/3$ and $\int_0^\infty q^2(1+q^2)^{-3}dq=\pi/16$. The mass is multiplied by $1/(1-\alpha/6)$. Rough values $\epsilon_\infty=4$, $\epsilon_s=10$ and $\hbar\omega=50$ meV give $\alpha=1.36$, a mass factor 1.29 and a cost change of $-12\%$. As $\alpha$ is not small and the formula is for bulk material, this is a measure of size only. If the chosen mass already includes polarization, the correction must not be applied again.

\paragraph{Temperature.} At 300 K, $k_BT=25.9$ meV exceeds the binding energy. The static well still has its level, but the Boltzmann factor for leaving it, $e^{-20/25.9}=0.46$, is not small.

\subsection{Relation to real films}

The 4 nm wire is far narrower than an ordinary thin-film transistor channel. Its next subband lies $3(\hbar^2/2m)(\pi/4\ \text{nm})^2\approx235$ meV higher, well above the 40 meV well depth, which supports the one-dimensional model for a wire of uniform width. Changing one side by only 0.1 nm moves the lowest subband by about 4 meV, so width variations in a real wire add a disorder of their own that is not included here. In a thick, wide film the well must localize the electron in three directions. Scaling then gives a cost $V_0^2L^3\propto k^4/k^3$, so the white-noise exponent grows as $|E|^{1/2}$ instead of $|E|^{3/2}$. The wire's 2.5 meV slope energy should not be transferred to such a film.

The disorder strength matters still more than the corrections above. Since $S\propto\sigma^{-2}$, doubling $\sigma$ to 40 meV lowers $S$ to 1.34, where the rare-well argument no longer applies at this energy. Chemical defects with strong local potentials also lie outside Gaussian disorder. The remaining computed values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS IN SCALED UNITS
best strength of g sech^2(x) well, g = 2.000
lowest cost / bound, sech2 well = 1.0000
lowest cost / bound, square well = 1.1296
lowest cost / bound, Gaussian well = 1.0017
lowest cost / bound, exponential well = 1.0145
lowest cost / bound, skewed well = 1.0006
lowest cost / bound, with barriers well = 1.0459
double well: k = 1.8126, cost = 43.3944
double well: excess, direct = 11.6311
double well: excess, from square = 11.6311
free search: minimum = -1.3349 (bound gives -1.3333)
free search: largest deviation from 2 sech^2 = 0.0056
random potentials: exponents S = 3.5, 6.5
random potentials: levels counted = 20542, 1067
random potentials: -d ln(count)/dS = 0.986
WIRE EXAMPLE, ROUGH INPUTS
mass = 0.3 electron masses; side = 4.0 nm
binding = 20.0 meV; gap = 3.0 eV
disorder rms = 20.0 meV; length = 0.5 nm
dielectric constants = 4.0, 10.0
phonon energy = 50.0 meV
WIRE EXAMPLE, RESULTS
hbar^2/2m = 0.12700 eV nm^2
k = 0.3968 1/nm; 1/k = 2.520 nm
well depth = 40.00 meV; full half-depth width = 4.442 nm
ground level by diagonalization = -20.000 meV
minimum cost, formula = 5375.8 meV^2 nm
minimum cost, quadrature = 5375.8 meV^2 nm
minimum cost = 1.3720e-04 hartree^2 bohr
noise strength gamma = 501.3 meV^2 nm
white-noise exponent S = 5.362; exp(-S) = 4.693e-03
local slope energy = 2.49 meV
NEGLECTED EFFECTS (change of cost at fixed binding)
correlation length: +1.52 %
correlation length, leading order: +1.57 %
subband mixing: binding 20.30 meV, cost -2.24 %
lateral kinetic energy = 156.7 meV
nonparabolic mass factor = 1.100, cost -4.6 %
polarization: curvature coefficient = 0.1674 (1/6 = 0.1667)
polarization: alpha = 1.36, mass factor = 1.29, cost -12.0 %
kT at 300 K = 25.85 meV; binding/kT = 0.774
\end{verbatim}
